Variance of the mean width of a fin with rough edges

**Problem**

A semiconductor fin runs along z. Seen from above it is bounded by two lines that should be straight and parallel but are rough. Let x_L(z) and x_R(z) be the displacements of the left and right edges from their ideal positions, both counted positive towards the right. The local width is

w(z) = W0 + x_R(z) − x_L(z).

Each displacement has zero mean and the covariance

⟨x_L(z) x_L(z′)⟩ = ⟨x_R(z) x_R(z′)⟩ = σ² exp(−|z − z′|/Λ),

and the two edges are uncorrelated, ⟨x_L(z) x_R(z′)⟩ = 0 for all z and z′. Angle brackets denote an average over many nominally identical fins. The length σ is the rms displacement of one edge, and Λ is the correlation length. Assume that a device of length L responds, to first approximation, equally to the width at every point of its length, and so to the mean width

W̄ = (1/L) ∫₀ᴸ w(z) dz.

(a) Find the variance of W̄ from fin to fin for any L.

(b) Find its short-fin and long-fin limits, and how short or long a fin must be for each to hold to 1%.

(c) Evaluate the spread for a silicon fin with W0 = 7 nm, σ = 0.5 nm, Λ = 20 nm and a gated length L = 20 nm. How does it change with L when the other parameters are held fixed?

(d) How much width variation remains inside a single fin, where W̄ does not show it?

**First estimate by scaling**

At one point along the fin, the width deviates by the difference of two uncorrelated displacements. Their variances add, so the local width has variance 2σ².

If L is much smaller than Λ, each edge is displaced almost rigidly over the whole fin. Averaging along z then removes almost nothing, and

Var W̄ ≈ 2σ² for L ≪ Λ.

If L is much larger than Λ, distant parts of the fin are nearly independent. Suppose that a fresh, independent width appears after each length Λ. There are then N = L/Λ independent pieces, and the variance of their mean is the single-piece variance divided by N:

Var W̄ ~ 2σ²Λ/L for L ≫ Λ.

The dependence on Λ/L should be trustworthy. The numerical factor is not, because the length of an "independent piece" was guessed.

For the fin in (c), L equals Λ and both estimates give 2 × (0.5 nm)² = 0.5 nm², a standard deviation of about 0.7 nm. This is also where neither estimate is justified, so the integral has to be done.

**Exact solution**

*Covariance of the width.* Write δw(z) = w(z) − W0 = x_R(z) − x_L(z). Multiplying out the product at two points gives four terms:

⟨δw(z) δw(z′)⟩ = ⟨x_R(z) x_R(z′)⟩ + ⟨x_L(z) x_L(z′)⟩ − ⟨x_R(z) x_L(z′)⟩ − ⟨x_L(z) x_R(z′)⟩.

The last two vanish because the edges are uncorrelated. The minus sign in the definition of the width therefore has no effect, and with s = |z − z′|

C(s) = 2σ² exp(−s/Λ).

*Variance of the average.* Since ⟨δw⟩ = 0, the ensemble mean of W̄ is W0. Squaring the deviation of W̄ from W0 produces a double integral:

Var W̄ = (1/L²) ∫₀ᴸ dz ∫₀ᴸ dz′ C(|z − z′|).

*Reduction to one integral.* The integrand is unchanged when z and z′ are exchanged, so the square contributes twice the triangle z′ < z. In that triangle put z = z′ + s. For a given separation s, the lower point z′ can lie anywhere from 0 to L − s, a range of length L − s. Hence

Var W̄ = (2/L²) ∫₀ᴸ (L − s) C(s) ds.

The weight L − s says that a finite fin contains many pairs of points at small separation and few at separations near L.

*The integrals.* Let u = L/Λ. The first integral is

∫₀ᴸ exp(−s/Λ) ds = Λ(1 − e⁻ᵘ).

The second follows by integration by parts:

∫₀ᴸ s exp(−s/Λ) ds = −ΛL e⁻ᵘ + Λ²(1 − e⁻ᵘ).

Multiply the first by L and subtract the second:

LΛ − LΛe⁻ᵘ + LΛe⁻ᵘ − Λ²(1 − e⁻ᵘ) = LΛ − Λ²(1 − e⁻ᵘ) = Λ²(u − 1 + e⁻ᵘ).

The prefactor is (2/L²) × 2σ², and Λ²/L² = 1/u². The answer to (a) is therefore

Var W̄ = 2σ² g(u), g(u) = 2(u − 1 + e⁻ᵘ)/u², u = L/Λ.

No Gaussian distribution was assumed; the means and covariances were sufficient.

The function g is the fraction of the local variance that survives averaging. Setting s = Lt in the single integral gives the equivalent form

g(u) = 2 ∫₀¹ (1 − t) e⁻ᵘᵗ dt,

which shows that g decreases steadily as u grows. At fixed σ and Λ, a longer fin has a smaller spread. At fixed σ and L, a longer correlation length gives a larger one.

*Short fins.* Direct substitution of u = 0 gives 0/0, so the exponential must be expanded. Start from e⁻ᵗ ≤ 1 for t ≥ 0 and integrate from 0 to u: this gives 1 − e⁻ᵘ ≤ u, or e⁻ᵘ ≥ 1 − u. Each further integration adds one Taylor term and reverses the inequality. After three and four integrations one has

1 − u + u²/2 − u³/6 ≤ e⁻ᵘ ≤ 1 − u + u²/2 − u³/6 + u⁴/24.

Add u − 1 and multiply by 2/u²:

1 − u/3 ≤ g(u) ≤ 1 − u/3 + u²/12.

Thus g → 1 and

Var W̄ → 2σ² for L ≪ Λ.

The leading relative correction is −L/(3Λ). The factor 1/3 has a simple origin: the mean distance between two points placed at random on a segment of length L is L/3, and the correlation initially falls linearly with distance.

*Long fins.* Since 0 ≤ e⁻ᵘ ≤ 1, the bracket u − 1 + e⁻ᵘ lies between u − 1 and u. Therefore

2/u − 2/u² ≤ g(u) ≤ 2/u,

and

Var W̄ → 4σ²Λ/L for L ≫ Λ.

Written as 2σ²/(L/2Λ), this is the variance of a mean over L/(2Λ) independent pieces. A point well inside the fin is correlated with neighbours on both sides, and the integral of exp(−|s|/Λ) over both sides is 2Λ.

*Range of the limits.* Measure the error of each limiting variance relative to the exact one. For a short fin the ratio of limit to exact value is 1/g ≈ 1 + u/3, which reaches 1.01 near u = 0.03. For a long fin the ratio is

(2/u)/g(u) = 1/[1 − (1 − e⁻ᵘ)/u] ≈ 1/(1 − 1/u),

which equals 1.01 at u = 101. Solving the full equations numerically by root finding gives u = 0.0299 and u = 101.0. For Λ = 20 nm, the short limit is good to 1% below L = 0.60 nm and the long limit above L = 2020 nm.

The first length is comparable with the unit cell of silicon, where a continuous edge has lost its meaning. For this correlation length, the short-fin formula is a useful upper bound rather than a regime that a device reaches to 1%.

*Variation inside one fin.* For any one fin, the variance of w(z) about its own mean obeys

(1/L) ∫₀ᴸ (w − W̄)² dz = (1/L) ∫₀ᴸ (w − W0)² dz − (W̄ − W0)².

The ensemble average of the first term on the right is 2σ², and that of the second is 2σ²g. The mean variance inside a fin is therefore

V_in = 2σ²[1 − g(u)].

Averaging along the fin divides the local variance 2σ² into a part between fins and a part inside them. This matters when σ is to be measured. If each short image is levelled by subtracting its own mean width, the measured variance estimates V_in and not 2σ².

**Numbers for the silicon fin**

With L = Λ = 20 nm, u = 1 and

g(1) = 2(1 − 1 + e⁻¹) = 2/e = 0.736,

Var W̄ = 0.5 nm² × 0.736 = 0.368 nm².

The standard deviation is 0.61 nm, or 8.7% of the 7 nm width. The part inside the fin is 0.500 − 0.368 = 0.132 nm², an rms variation of 0.36 nm about the fin's own mean. Levelling images of this length would recover only 26% of the local width variance.

With W0, σ and Λ held fixed, the variances in nm² and the exact standard deviation in nm are:

L (nm) | exact | short limit | long limit | exact sd
2 | 0.484 | 0.5 | 10 | 0.70
20 | 0.368 | 0.5 | 1.0 | 0.61
200 | 0.090 | 0.5 | 0.10 | 0.30
2000 | 0.0099 | 0.5 | 0.010 | 0.10

Doubling the gated length from 20 to 40 nm changes g from 0.736 to 0.568. The standard deviation falls from 0.61 to √(0.5 × 0.568) = 0.53 nm, a reduction of 12%. The long-fin law would have promised a factor 1/√2, a reduction of 29%. Near L = Λ, lengthening the gate is a weak remedy for width variation in this model.

**Comparison with the estimate**

The scaling argument found the short limit correctly and the correct power of Λ/L in the long limit. Its long-fin variance is too small by a factor of 2, because the independent length is 2Λ rather than Λ. At L = 200 nm it gives 0.5 × 20/200 = 0.05 nm², against the exact 0.090 nm². At L = 20 nm it gives 0.5 nm², against 0.368 nm², now too large because some averaging has already taken place.

With the factor corrected, a serviceable rule is to take the smaller of 2σ² and 4σ²Λ/L. Both are upper bounds. They cross at L = 2Λ, and that is where the rule is worst. Below the crossing its ratio to the exact result is 1/g, which rises with u. Above it the ratio is 1/[1 − (1 − e⁻ᵘ)/u], which falls, since (1 − e⁻ᵘ)/u = ∫₀¹ e⁻ᵘᵗ dt decreases with u. At the crossing g(2) = (1 + e⁻²)/2 = 0.568, so the rule overestimates the variance by a factor of 1.76 and the standard deviation by √1.76 = 1.33.

**What a real fin changes**

The parameters are rough typical values for a silicon FinFET, not data for a particular process. The model also treats each edge as a line, as if the displacement were the same at every height. Suppose instead that the displacement varies over the sidewall with covariance

σ² exp(−|Δz|/Λ − |Δy|/Λ_v),

where y is height. The averages over z and y then factorise, and the variance becomes 2σ² g(L/Λ) g(H/Λ_v). For a height H = 40 nm and Λ_v = 20 nm, both rough assumptions, the extra factor is g(2) = 0.568. The standard deviation drops from 0.61 to 0.46 nm. If the roughness runs straight down the wall, Λ_v ≫ H and the line model is recovered.

The edges may also be correlated. When a fin is patterned with a spacer grown on the side of a sacrificial line, both edges tend to follow that line. If ⟨x_L(z) x_R(z′)⟩ = ρσ² exp(−|z − z′|/Λ), the two cross terms dropped earlier contribute −2ρσ² exp(−s/Λ), and the variance is multiplied by 1 − ρ. An illustrative ρ = 0.5 lowers the standard deviation to 0.43 nm. Negative ρ, with the edges bulging outwards or inwards together, would raise it.

Changing the correlation function from exponential to Gaussian has a smaller effect here. Replacing exp(−s/Λ) by exp(−s²/Λ²), with σ and Λ unchanged, and evaluating the double integral by Gauss–Legendre quadrature gives 0.66 nm at L = 20 nm. The value is higher because s²/Λ² ≤ s/Λ for every separation within this fin, so all pairs of points are at least as strongly correlated as before. In the long-fin limit the order is reversed. The single integral tends to (2/L) ∫₀^∞ C(s) ds, which for the Gaussian form is 2√π σ²Λ/L, or 0.89 of the exponential result. This expression also shows when the 1/L law can fail: the correlation must decay fast enough for the integral to converge, and the integral must not vanish (if positive and negative correlations cancel in it, the variance falls faster than 1/L). A slowly decaying but integrable tail delays the approach to the limit: for a correlation (1 + s/Λ)^(−3/2) the variance is still 6% below its limiting form at L = 1000Λ. Even when it converges, L must be much longer than the distance over which the correlation decays. A slow drift of the width, correlated over distances much longer than the fin, fails this second requirement, and averaging over L hardly reduces its contribution.

Finally, a device need not respond linearly to width. As an example, take a hard-wall confinement energy proportional to w⁻², with the width varying slowly enough for a local energy to make sense. This is an additional assumption: an edge with an exactly exponential covariance has no finite rms slope, so its finest roughness must be taken as smoothed out, and the numbers below are only illustrative. To first order, its relative spread between fins is 2 × 0.61/7 = 17%; for Gaussian-distributed edges the higher orders raise this to 18–19%. Expanding (1 + ε)⁻² = 1 − 2ε + 3ε² + …, with ε = δw/W0, shows that the energy averaged along the fin exceeds the energy at the mean width by a relative amount of about

3V_in/W0² = 3 × 0.132/49 = 0.8%.

This figure is only an order of magnitude. It uses V_in of the unsmoothed edge; a running average of the edges over 2 nm or 7 nm lowers it to 0.7% or 0.5%. The local formula also omits a term of the order of the squared slope of the walls, roughly 0.9% and 0.2% for those two smoothing lengths. All of these are small beside the spread between fins, so for this averaged energy the mean width is an adequate variable. A quantity controlled by the narrowest place in the fin would depend on the 0.36 nm internal variation more directly, and the variance of W̄ alone would not determine it.

All numerical values are calculated from the stated model.
